Two particles on a Hubbard chain: ladder sum and pair energy

**Question**

One spin-up and one spin-down particle move on an otherwise empty Hubbard chain,

H = H₀ + V,
H₀ = −t Σ_{j,s} (c†_{j+1,s} c_{j,s} + h.c.),
V = U Σ_j n_{j↑} n_{j↓},

with t > 0 and U real and nonzero. The lattice constant is 1 and the site energy is 0. Start from a ring of N sites and let N → ∞ at the end. The total momentum K lies in (−π, π]. For numbers use the round model parameters t = 0.02 Ry and |U| = 0.06 Ry.

**(a) Find the free pair energies and the matrix elements of V between plane waves.**

*Answer.* Let |j₁, j₂⟩ have the up particle at j₁ and the down particle at j₂. The plane waves are

|k₁, k₂⟩ = (1/N) Σ_{j₁,j₂} exp(ik₁j₁ + ik₂j₂) |j₁, j₂⟩.

Each particle has energy −2t cos k. With k₁ = K/2 + q and k₂ = K/2 − q, the sum is

−2t[cos(K/2 + q) + cos(K/2 − q)] = −4t cos(K/2) cos q.

On the chosen range of K the cosine of K/2 is not negative, so define

W = 4t cos(K/2) ≥ 0.

The free pair energy is −W cos q, and for N → ∞ the pairs of momentum K fill the continuum [−W, W].

V acts only when j₁ = j₂ = j, hence

⟨k₁, k₂|V|k₁′, k₂′⟩ = (U/N²) Σ_j exp[i(k₁′ + k₂′ − k₁ − k₂)j].

The sum is N if the total momenta agree modulo 2π and zero otherwise. The element is therefore U/N within one K sector, independent of q and q′.

**(b) Sum the ladder of repeated scatterings. Why is it exact here, and how does it reveal states outside the continuum?**

*Answer.* Let G₀ = (E − H₀)⁻¹ and G = (E − H)⁻¹, and define the operator T̂ = V + VGV. Inserting the identity G = G₀ + G₀VG gives

T̂ = V + V(G₀ + G₀VG)V = V + VG₀(V + VGV) = V + VG₀T̂.

Iteration produces the ladder V + VG₀V + VG₀VG₀V + …, but the equation itself does not require this series to converge. It is exact because H₀ + V is the complete Hamiltonian of the two particles and there are no others. With a Fermi sea, occupied states and holes enter the intermediate states, and the ladder becomes an approximation.

Since V has the constant element U/N in a K sector, T̂ = V + VGV also has a constant element, written T/N. The intermediate sum over q then gives

T/N = U/N + Σ_q (U/N) [1/(E + W cos q)] (T/N).

Multiplying by N,

T = U + UΠT, Π(E) = (1/N) Σ_q 1/(E + W cos q),

so that

T = U/(1 − UΠ).

To connect T with energy levels, use the other form of the identity, G = G₀ + GVG₀. It gives T̂G₀ = V(G₀ + GVG₀) = VG, and therefore G = G₀ + G₀T̂G₀. Outside the continuum G₀ has no singularity, so a discrete level there must be a pole of T.

**(c) Evaluate Π for N → ∞ and |E| > W.**

*Answer.* The sum becomes

Π = ∫_{−π}^{π} (dq/2π) 1/(E + W cos q).

For W > 0 set z = exp(iq), so dq = dz/(iz) and cos q = (z + 1/z)/2:

Π = (1/2πi) ∮ dz 2/(Wz² + 2Ez + W),

taken around the unit circle. The roots are

z± = [−E ± √(E² − W²)]/W, z₊z₋ = 1.

One root lies inside the circle. For E > W it is z₊, with residue 2/[W(z₊ − z₋)] = 1/√(E² − W²). For E < −W it is z₋, and the residue has the opposite sign. Thus

Π = sign(E)/√(E² − W²).

For W = 0 the integrand is 1/E, in agreement with this formula.

**(d) Find the energy of the discrete pair state for each K. Discuss its limits and stability.**

*Answer.* The pole condition 1 = UΠ reads

√(E² − W²) = U sign(E).

The left side is positive, so sign(E) = sign(U), and the right side equals |U|. Squaring gives E² = U² + W², hence

E_b = sign(U) √(U² + W²) = sign(U) √(U² + 16t² cos²(K/2)).

Because U ≠ 0, |E_b| > W as assumed. There is one such state for each K: a bound pair below the continuum for U < 0, and an antibound pair above it for U > 0.

At K = 0, W = 4 × 0.02 = 0.08 Ry, and

|E_b| = √(0.06² + 0.08²) Ry = 0.10 Ry,

or 1.36 eV. The distance from the band edge is 0.02 Ry. At K = 2π/3, W = 0.04 Ry and |E_b| = 0.0721 Ry. At K = π the relative motion has no bandwidth and |E_b| = |U| = 0.06 Ry. Diagonalization of the full Hamiltonian on a 30-site ring confirms these values for both signs of U.

For |U| ≪ W, expansion of the root gives

|E_b| − W ≈ U²/(2W),

so in this chain an arbitrarily weak U splits off a pair when W > 0. For |U| ≫ W,

|E_b| ≈ |U| + W²/(2|U|) = |U| + (4t²/|U|)(1 + cos K),

where W² = 16t² cos²(K/2) = 8t²(1 + cos K). This is second-order motion of a tight pair. For U > 0, moving both particles to a neighbouring site has amplitude 2(−t)²/U, the 2 counting which particle goes first. Hops to the left and right give (4t²/U) cos K. Breaking the pair and restoring it in place has four routes and gives 4t²/U. For U < 0 both terms change sign.

The antibound pair at K = π has energy +0.06 Ry, inside the K = 0 continuum, which reaches 0.08 Ry. It still cannot decay, because H conserves K and the pair lies outside the continuum of its own K. Coupling to a bath that takes up momentum and energy would remove this protection.

**(e) Take K = 0 and U = −0.06 Ry. Does the ladder series converge at E = −0.12 Ry and at E = −0.09 Ry?**

*Answer.* The series is geometric with ratio UΠ. Outside the continuum,

|UΠ| = |U|/√(E² − W²),

which is below 1 if and only if |E| > |E_b|.

At E = −0.12 Ry, √(0.0144 − 0.0064) = √0.0080, so Π = −11.180 Ry⁻¹ and UΠ = 0.6708. The closed form is

T = −0.06/(1 − 0.6708) Ry = −0.1823 Ry.

Sums of 1, 5 and 20 terms give −0.0600, −0.1575 and −0.1822 Ry.

At E = −0.09 Ry, between the pole and the band edge, UΠ = 1.4552. Twenty terms give −238.9 Ry, and the series diverges. The closed form gives

T = −0.06/(1 − 1.4552) Ry = +0.1318 Ry,

which agrees with the T computed from the full resolvent of the ring. The equation T = U + UΠT remains valid where its iteration fails. A finite number of terms is a polynomial in Π, which is finite outside the continuum, so no finite order contains the pair pole.

**(f) Find the pole strength of T, the double occupancy, the relative wave function and the pair size.**

*Answer.* Near the pole expand 1/T = 1/U − Π(E) ≈ −Π′(E_b)(E − E_b). From (c),

Π′(E_b) = −|E_b|/(E_b² − W²)^{3/2} = −|E_b|/|U|³.

Therefore

T ≈ Z/(E − E_b), Z = |U|³/|E_b|,

which is 0.00216 Ry² at K = 0.

The normalized contact state |K, 0⟩ = N^{−1/2} Σ_j exp(iKj)|j, j⟩ overlaps each plane wave of the sector with amplitude N^{−1/2}. Hence

⟨K, 0|G|K, 0⟩ = Π + ΠTΠ = Π/(1 − UΠ).

At the pole Π = 1/U, so the residue is Z/U² = |U|/|E_b|. The residue of a resolvent element is the squared overlap with the state, here the probability D that both particles share a site:

D = |U|/|E_b|.

It also equals dE_b/dU, as it must, since ∂H/∂U counts doubly occupied sites. At K = 0, D = 0.06/0.10 = 0.60.

For the wave function, (E_b − H₀)ψ = Vψ gives ψ = G₀Vψ, with a source only at contact. Remove the centre-of-mass factor exp[iK(j₁ + j₂)/2] and let r be the relative distance. Then

φ(r) ∝ ∫ (dq/2π) exp(iqr)/(E_b + W cos q).

For r ≥ 0 the contour integral of (c) gains a factor zʳ, and q → −q covers r < 0. With √(E_b² − W²) = |U|, the inner root gives, for W > 0,

φ(r) ∝ [−sign(U) λ]^{|r|}, λ = (|E_b| − |U|)/W.

At K = 0, λ = (0.10 − 0.06)/0.08 = 0.50. The amplitude keeps its sign for attraction and alternates for repulsion. It is even in r, so the pair is a spin singlet. Triplet orbitals are odd, vanish at contact and are unaffected by U.

Let x = λ². Summing over all integers r,

Σ x^{|r|} = (1 + x)/(1 − x).

Applying x d/dx twice to 1/(1 − x) and doubling gives

Σ r² x^{|r|} = 2x(1 + x)/(1 − x)³.

The ratio is ⟨r²⟩ = 2x/(1 − x)² = 2/(1/λ − λ)². Since (|E_b| − |U|)(|E_b| + |U|) = W², we have 1/λ = (|E_b| + |U|)/W and 1/λ − λ = 2|U|/W. Thus

⟨r²⟩ = W²/(2U²).

The rms size at K = 0 is 0.08/(√2 × 0.06) = 0.943 lattice constants. As K → π it tends to zero and the pair sits on one site.

**(g) Where is the remaining weight of the contact state?**

*Answer.* It lies in the continuum. Take W > 0 and E + i0 with |E| < W. By (c), continued to complex E, Π² = 1/(E² − W²). Each term of Π has a negative imaginary part, which fixes the root:

Π = −i/w, w = √(W² − E²).

Since 1/Π = iw, the contact spectral density is

A(E) = −(1/π) Im[1/(iw − U)] = w/[π(w² + U²)].

Put E = W sin θ, so w = W cos θ and dE = W cos θ dθ:

∫ A dE = (1/π) ∫_{−π/2}^{π/2} dθ W² cos²θ/(W² cos²θ + U²)
= 1 − (U²/π) ∫_{−π/2}^{π/2} dθ/(U² + W² cos²θ).

With u = tan θ the last integral becomes

∫_{−∞}^{∞} du/(U²u² + U² + W²) = π/[|U| √(U² + W²)].

The continuum weight is therefore 1 − |U|/|E_b| = 1 − D. At K = 0 it is 0.40, and with D = 0.60 the total is one. At K = 2π/3 it falls to 0.168: the narrower continuum leaves more of the contact state in the pair.

Computed results

```
hopping t = 0.020 Ry
interaction strength |U| = 0.060 Ry
ring length = 30 sites
K = 0: continuum edge W = 0.080000 Ry
  U = -0.06 Ry: E_b formula -0.100000, ring -0.100000 Ry
  U = +0.06 Ry: E_b formula +0.100000, ring +0.100000 Ry
  distance from band edge = 0.020000 Ry
  double occupancy (ring) = 0.60000
  rms pair size (ring) = 0.94281 lattice constants
  amplitude ratio |phi(1)/phi(0)| = 0.50000
K = 2pi/3: continuum edge W = 0.040000 Ry
  U = -0.06 Ry: E_b formula -0.072111, ring -0.072111 Ry
  U = +0.06 Ry: E_b formula +0.072111, ring +0.072111 Ry
  distance from band edge = 0.032111 Ry
  double occupancy (ring) = 0.83205
  rms pair size (ring) = 0.47140 lattice constants
  amplitude ratio |phi(1)/phi(0)| = 0.30278
K = pi: continuum edge W = 0.000000 Ry
  U = -0.06 Ry: E_b formula -0.060000, ring -0.060000 Ry
  U = +0.06 Ry: E_b formula +0.060000, ring +0.060000 Ry
  distance from band edge = 0.060000 Ry
  double occupancy (ring) = 1.00000
  rms pair size (ring) = 0.00000 lattice constants
  amplitude ratio |phi(1)/phi(0)| = 0.00000
K = 0 bound pair energy = -1.3606 eV
E = -0.12 Ry: bubble Pi = -11.1803 1/Ry
  ratio of successive ladder terms = 0.67082
  ladder sum, 1 terms = -0.060000 Ry
  ladder sum, 2 terms = -0.100249 Ry
  ladder sum, 5 terms = -0.157511 Ry
  ladder sum, 10 terms = -0.178908 Ry
  ladder sum, 20 terms = -0.182209 Ry
  T closed form = -0.182271 Ry
  T from full resolvent = -0.182271 Ry
E = -0.09 Ry: bubble Pi = -24.2536 1/Ry
  ratio of successive ladder terms = 1.45521
  ladder sum, 1 terms = -0.060000 Ry
  ladder sum, 2 terms = -0.147313 Ry
  ladder sum, 5 terms = -0.728337 Ry
  ladder sum, 10 terms = -5.481334 Ry
  ladder sum, 20 terms = -238.911656 Ry
  T closed form = 0.131806 Ry
  T from full resolvent = 0.131806 Ry
K = 0 residue of T at the pole = 0.002160 Ry^2
K = 0.0000: continuum contact weight = 0.40000
K = 2.0944: continuum contact weight = 0.16795
weak U = -0.0080 Ry: binding 3.9900e-04, law 4.0000e-04 Ry
strong U = 0.80 Ry, K = 0.0000: shift 3.9900e-03, law 4.0000e-03 Ry
strong U = 0.80 Ry, K = 2.0944: shift 9.9938e-04, law 1.0000e-03 Ry
```
